# In-plane interaction in an infinite stack of polarizable sheets

**Q.** Put two charges in the same plane of a layered crystal, far apart compared with the layer spacing. The crystal has an in-plane permittivity. Why not divide the Coulomb interaction by it and stop there?

**A.** Because a point charge also makes a field normal to the layers, and the in-plane permittivity does not describe the response to that part. Let us calculate the interaction for a definite model.

Identical sheets of zero thickness lie at $z=nd$, for all integers $n$, with vacuum between them. Each responds linearly, locally and isotropically in its plane, and not at all along $z$:

$$\mathbf P=\alpha\,\mathbf E_\parallel .$$

Here $\mathbf P$ is dipole moment per area and $\alpha$ is a length. There are no free carriers for now. In atomic units, a unit charge has potential $1/r$ in vacuum.

**Q.** Start with one sheet, then. What potential does a charge wave on it produce?

**A.** Let its charge density be $\sigma e^{i\mathbf q\cdot\mathbf r}$, with $\mathbf q$ in the plane. Poisson's equation becomes

$$\frac{d^2\phi}{dz^2}-q^2\phi=-4\pi\sigma\,\delta(z).$$

Away from the sheet the bounded solutions decay as $e^{-q|z|}$. The slope must jump by $-4\pi\sigma$ at $z=0$. An amplitude $A$ gives a jump $-2qA$, so $A=2\pi\sigma/q$ and

$$\phi(z)=\frac{2\pi}{q}\,\sigma e^{-q|z|}.$$

The polarization also makes charge. Since $\mathbf E_\parallel=-\nabla_\parallel\phi$, the bound charge is

$$-\nabla_\parallel\cdot\mathbf P=\alpha\nabla_\parallel^2\phi=-\alpha q^2\phi .$$

The minus sign means that it opposes the potential.

**Q.** But every sheet polarizes every other sheet. You cannot just add independent responses.

**A.** No, the potentials must be found together. With external charge $\rho_m$ on sheet $m$,

$$\phi_n=\frac{2\pi}{q}\sum_m e^{-q|n-m|d}\left(\rho_m-\alpha q^2\phi_m\right).$$

The kernel depends only on $n-m$, so a Fourier series over the layers turns the sum into a product. Define $f(\theta)=\sum_n f_ne^{-in\theta}$ and $u=qd$. The kernel becomes a geometric series:

$$S=\sum_n e^{-|n|u-in\theta}
=\frac{1-e^{-2u}}{1-2e^{-u}\cos\theta+e^{-2u}}
=\frac{\sinh u}{\cosh u-\cos\theta}.$$

The last form follows on multiplying numerator and denominator by $e^u/2$. The coupled equations are now

$$\phi=\frac{2\pi}{q}S(\rho-\alpha q^2\phi).$$

Collect the terms in $\phi$ and set $r_0=2\pi\alpha$:

$$\phi(\theta)=\frac{2\pi}{q}\frac{S\rho}{1+r_0qS}
=\frac{2\pi}{q}\frac{\sinh u\;\rho(\theta)}{\cosh u+r_0q\sinh u-\cos\theta}.$$

**Q.** That is for a charge pattern repeated with a phase from layer to layer. I asked about a charge in one plane.

**A.** A unit charge in plane zero has $\rho(\theta)=1$ for every $\theta$, so we average over all phases. Define a positive $\kappa$ by

$$\cosh(\kappa d)=\cosh(qd)+r_0q\sinh(qd).$$

It exists because the right side exceeds one. The integral we need is already contained in the lattice sum. Replacing $u$ by $\kappa d$ there and reading off the $n$th Fourier coefficient gives

$$\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\frac{e^{in\theta}}{\cosh\kappa d-\cos\theta}
=\frac{e^{-|n|\kappa d}}{\sinh\kappa d}.$$

The potential in plane $n$ is therefore

$$W_n(q)=\frac{2\pi}{q}\frac{\sinh qd}{\sinh\kappa d}e^{-|n|\kappa d}.$$

For two charges in the same plane, $W(q)=(2\pi/q)F(q)$, with

$$F(q)=\frac{\sinh qd}{\sqrt{[\cosh qd+r_0q\sinh qd]^2-1}} .$$

This solves the stated model at every $q>0$. A finite-difference solution of Poisson's equation through the stack, with $d=7$ angstrom and $\alpha=3.5$ angstrom, agrees with $W_n$ for $n=0,1,2$ to within a relative 0.02 percent at $q=0.01$, 0.1 and 0.3 per angstrom.

**Q.** Now take long waves. Where does the bulk permittivity enter?

**A.** First define it independently. A uniform in-plane field polarizes all sheets equally. Uniform polarization has no divergence, so it adds no field. The dipole moment per volume is $\alpha E/d$, hence

$$\varepsilon_\parallel=1+\frac{4\pi\alpha}{d}.$$

Next expand the equation for $\kappa$ at small $qd$, keeping $\alpha/d$ fixed:

$$1+\frac{(\kappa d)^2}{2}\simeq1+\frac{(qd)^2}{2}+r_0q^2d
=1+\frac{(qd)^2}{2}\left(1+\frac{4\pi\alpha}{d}\right).$$

So $\kappa\to q\sqrt{\varepsilon_\parallel}$. Both hyperbolic sines in $F=\sinh qd/\sinh\kappa d$ reduce to their arguments, and

$$F\to\frac q\kappa=\frac1{\sqrt{\varepsilon_\parallel}},\qquad
W(q)\to\frac{2\pi}{q\sqrt{\varepsilon_\parallel}} .$$

**Q.** The algebra gives a square root, but I still expect the full permittivity. What happened to the rest of the screening?

**A.** It appears if all planes carry the same charge wave. Then $\theta=0$ and $S\simeq2/(qd)$, so the potential is reduced by

$$\frac1{1+r_0qS}\to\frac1{1+2r_0/d}=\frac1{\varepsilon_\parallel}.$$

A charge in one plane also contains waves that vary along $z$. Write $\theta=kd$. For small $qd$ and $kd$, $S\simeq2q/[d(q^2+k^2)]$, and the reduction factor is

$$\frac1{1+r_0qS}\simeq\frac{q^2+k^2}{\varepsilon_\parallel q^2+k^2}.$$

It runs from $1/\varepsilon_\parallel$ at $k=0$ towards one for $k\gg q\sqrt{\varepsilon_\parallel}$. In that limit the field points almost entirely along $z$, and the sheets do not respond in that direction. The square root is the result of averaging over all values of $k$.

The full permittivity also returns for charges stacked above one another. At long wavelength the potential at height $z$ is $(2\pi/q\sqrt{\varepsilon_\parallel})e^{-q\sqrt{\varepsilon_\parallel}|z|}$. Using $\int_0^\infty J_0(qr)e^{-qa}dq=1/\sqrt{r^2+a^2}$,

$$W(r,z)\simeq\frac1{\sqrt{\varepsilon_\parallel}\sqrt{r^2+\varepsilon_\parallel z^2}} .$$

At $z=0$ this is $1/(r\sqrt{\varepsilon_\parallel})$. At $r=0$ and $|z|\gg d$ it is $1/(\varepsilon_\parallel|z|)$.

**Q.** Real layers do respond along $z$. Does the square-root statement survive?

**A.** Not as it stands. At long wavelength treat the stack as a uniform anisotropic medium with normal permittivity $\varepsilon_\perp$. Averaging its potential over $k$ gives

$$W(q)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\frac{4\pi}{\varepsilon_\parallel q^2+\varepsilon_\perp k^2}
=\frac{2\pi}{q\sqrt{\varepsilon_\parallel\varepsilon_\perp}},$$

where $\int dk/(a^2+b^2k^2)=\pi/(ab)$. Our sheets have $\varepsilon_\perp=1$, which is why only $\varepsilon_\parallel$ appeared. If the two permittivities are equal, your first guess is right.

For layers of finite thickness, the in-plane field is continuous across the layers, so $\varepsilon_\parallel$ is the average of the local in-plane permittivity. The normal displacement is continuous instead, so voltage drops add and $1/\varepsilon_\perp$ is the average of the inverse local normal permittivity.

**Q.** How long must the wavelength be? "Small $qd$" hides the size of $\varepsilon_\parallel$.

**A.** The next term answers that. Put $\varepsilon=\varepsilon_\parallel$ and $r_0/d=(\varepsilon-1)/2$. To fourth order in $u=qd$,

$$x\equiv\cosh\kappa d-1=\frac{\varepsilon u^2}{2}+\frac{(2\varepsilon-1)u^4}{24},$$

$$\sinh^2\kappa d=2x+x^2=\varepsilon u^2+\left[\frac{2\varepsilon-1}{12}+\frac{\varepsilon^2}{4}\right]u^4 .$$

Divide $\sinh^2u=u^2(1+u^2/3)$ by this:

$$F^2=\frac1\varepsilon\left[1+u^2\left(\frac13-\frac{2\varepsilon-1}{12\varepsilon}-\frac\varepsilon4\right)\right]
=\frac1\varepsilon\left[1-\frac{(\varepsilon-1)(3\varepsilon+1)}{12\varepsilon}u^2\right].$$

The square root halves the correction:

$$F=\frac{1-Cu^2+\cdots}{\sqrt\varepsilon},\qquad
C=\frac{(\varepsilon-1)(3\varepsilon+1)}{24\varepsilon}.$$

For large $\varepsilon$, $C\simeq\varepsilon/8$. The requirement is then $qd\sqrt\varepsilon\ll1$, stricter than $qd\ll1$.

In the opposite limit, $qd\gg1$, both hyperbolic functions approach $e^{qd}/2$. Hence $F\to1/(1+r_0q)$, the isolated-sheet result: the other planes are too far away to matter.

**Q.** What does this say about the force law at a distance $r$?

**A.** Transform back. The angular integral gives a Bessel function:

$$W(r)=\int\frac{d^2q}{(2\pi)^2}e^{i\mathbf q\cdot\mathbf r}\frac{2\pi F}{q}
=\int_0^\infty J_0(qr)F(q)\,dq .$$

The constant term in $F$ gives $1/r$. A factor $q^2$ acts as $-\nabla_\parallel^2$, and in two dimensions $\nabla_\parallel^2(1/r)=1/r^3$ for $r>0$. The correction $-Cq^2d^2$ therefore changes sign:

$$W(r)=\frac1{r\sqrt\varepsilon}\left[1+C\frac{d^2}{r^2}+\cdots\right].$$

At large distance the interaction approaches its limit from above.

At small distance, write the isolated-sheet factor as $\int_0^\infty e^{-s(1+r_0q)}ds$. Its potential is

$$W_{\rm sheet}(r)=\int_0^\infty\frac{e^{-s}\,ds}{\sqrt{r^2+r_0^2s^2}} .$$

For $r\ll r_0$, the range $r/r_0<s<1$ gives a growth of only $(1/r_0)\ln(r_0/r)$. The other planes add a finite amount, since $F-1/(1+r_0q)$ decays exponentially at large $q$. Thus $W$ lies below $1/(r\sqrt\varepsilon)$ at small $r$ and above it at large $r$, so the curves must cross.

**Q.** Show me numbers.

**A.** Take $d=7$ angstrom and $\alpha=3.5$ angstrom. Then

$$r_0=2\pi(3.5)=21.99\ \text{angstrom},\qquad
\varepsilon_\parallel=1+\frac{4\pi(3.5)}7=7.28 .$$

The square root is 2.70, so $F(0)=0.371$. Equal charges on all planes would instead give a factor 0.137. At $q=0.1$ per angstrom, $F$ has fallen to 0.276. At 0.3 per angstrom it is 0.1312, close to the isolated-sheet value 0.1316.

In ordinary units, multiply the potential by 14.40 eV angstrom. At 35 angstrom (3.5 nm) the limiting law gives

$$\frac{14.40}{35\times2.699}=0.152\ \text{eV}.$$

The full stack gives 0.159 eV and an isolated sheet 0.348 eV. At 7 angstrom the stack gives 0.701 eV, below the limiting 0.762 eV. The crossing is at 9.8 angstrom (0.98 nm). Here $C=0.821$; at 280 angstrom the predicted excess over the limit is 0.0513 percent, against 0.0517 percent from the full integral. The remaining values are in the numerical output.

**Q.** Those are ideal sheets. How close is this to a channel material?

**A.** The parameters are chosen round values, not those of a particular material. One assumption that matters at long range is the missing normal response. With a chosen $\varepsilon_\perp=5$,

$$F(0)=\frac1{\sqrt{7.28\times5}}=0.166,$$

less than half of 0.371. A finite-difference calculation for layers 6.3 angstrom thick, with these same average permittivities and the charge at mid-layer, also gives 0.166 at $q=0.001$ per angstrom. For an infinitely thick stack of such a material, divide the long-range interaction by $\sqrt{\varepsilon_\parallel\varepsilon_\perp}$.

**Q.** And at shorter wavelengths, does the thickness matter?

**A.** Yes. Keep $\varepsilon_\parallel$ fixed and $\varepsilon_\perp=1$, but spread the in-plane response over 6.3 angstrom. At $q=0.1$ per angstrom, $F$ rises by 32 percent relative to the thin-sheet value, to about 0.36. That is near the long-wave value, for a simple reason: a medium filling the whole spacing uniformly has $F=1/\sqrt{\varepsilon_\parallel}$ at every $q$, by the integral over $k$ above. The fall of $F$ with $q$ in our model thus comes from concentrating the response in thin planes. The short-range numbers should not be carried over to thick layers.

Two other changes are smaller. If $\alpha$ is replaced by $\alpha/[1+(bq)^2]$ with a chosen $b=2$ angstrom, $F$ at $q=0.1$ per angstrom rises by 2.6 percent. If moving ions add a chosen 2 to $\varepsilon_\parallel$, $F(0)$ falls by 11 percent.

There is also a limit on linear response. At 7 angstrom the model field is 0.070 V/angstrom. Over one spacing this is a drop of 0.49 V, about half of a rough 1 eV gap measured in volts, so linearity is doubtful there. At 35 angstrom the ratio is 0.034.

**Q.** No device contains infinitely many layers. Doesn't your long-wave limit disappear in a real flake?

**A.** It does if the flake is surrounded by vacuum. The charge induced on one sheet, $-\alpha q^2\phi$, produces on that sheet a potential $-r_0q\phi$, and a smaller one elsewhere. When $Nr_0q\ll1$ the response of all $N$ sheets together is therefore negligible and $F\to1$. The square-root law is then an intermediate regime: $r$ must be large enough for the layers to average out, but small enough that the field stays inside the stack.

The field decays along $z$ as $e^{-q\sqrt{\varepsilon_\parallel}|z|}$. With $q\sim1/r$ and a distance $H$ to the surface, the second condition is roughly $r\ll H\sqrt{\varepsilon_\parallel}$. If the layers also respond along $z$, $\varepsilon_\parallel$ is replaced here by $\varepsilon_\parallel/\varepsilon_\perp$, which lowers the bound. The stack then also differs more strongly from the vacuum outside, so $r$ must lie further below the bound for the same accuracy. For 21 thin sheets with $\varepsilon_\perp=1$ and charges in the middle one, $H=70$ angstrom and the bound is about 190 angstrom. The interaction exceeds the infinite-stack value by 10 percent at 35 angstrom and by 41 percent at 140 angstrom. At 35 angstrom the infinite stack is itself 4 percent above the square-root law, so the total excess over that law is about 15 percent: a stack this thin follows it only roughly. For 21 of the 6.3 angstrom layers with $\varepsilon_\perp=5$ the bound drops to about 85 angstrom, and at 35 angstrom the interaction lies about 50 percent above $1/(r\sqrt{\varepsilon_\parallel\varepsilon_\perp})$. A substrate or gate would change these figures and is not included.

**Q.** A channel also has mobile carriers. Surely they change the far interaction completely?

**A.** They do. Suppose every sheet has $n$ singly charged, nondegenerate carriers per area. For potentials small compared with $kT$, their induced charge is $-(n/kT)\phi$. This replaces $\alpha q^2$ by $\alpha q^2+n/kT$. The small-$\kappa d$ expansion becomes

$$\kappa^2=\varepsilon_\parallel q^2+\frac{4\pi n}{d\,kT},$$

and, since $W\simeq2\pi/\kappa$,

$$W(q)=\frac{2\pi}{\sqrt{\varepsilon_\parallel(q^2+q_D^2)}},\qquad
q_D^2=\frac{4\pi n}{\varepsilon_\parallel d\,kT}.$$

To transform this, note that

$$\int\frac{dk}{2\pi}\frac{4\pi}{q^2+k^2+q_D^2}=\frac{2\pi}{\sqrt{q^2+q_D^2}} .$$

The integrand is the three-dimensional transform of $e^{-q_DR}/R$, and integrating over $k$ sets $z=0$. Hence

$$W(r)=\frac{e^{-q_Dr}}{r\sqrt{\varepsilon_\parallel}} .$$

At 300 K, a chosen density of $10^{10}$ cm$^{-2}$ in every sheet gives $1/q_D=85$ angstrom (8.5 nm). At 35 angstrom the formula's extra factor is $e^{-35/85.3}=0.66$, which would leave an interaction of about 0.10 eV. That is four times $kT=0.026$ eV, so the linear carrier response assumed above fails there. The carriers are also sparse: an ellipsoid with half-axes of 85 angstrom in the plane and $85/2.70=32$ angstrom along $z$ holds only about 0.14 of them on average, so treating them as a smooth charge is doubtful too. Take the 85 angstrom as a rough scale for where carriers matter, and do not take the factor 0.66 as a prediction. For the free-electron mass, and without counting spin or valleys, the density times the squared thermal wavelength is 0.002, so the carriers are indeed nondegenerate.

This density represents stray carriers. A transistor channel that is switched on has a far higher density, roughly $10^{12}$ cm$^{-2}$ or more, usually concentrated near the gate. If every sheet carried $10^{12}$ cm$^{-2}$, the formula would give a screening length of about 8.5 angstrom, and $\kappa d$ at $q\to0$ would be estimated as $q_D\sqrt{\varepsilon_\parallel}\,d\approx2.2$, so the small-$\kappa d$ expansion would fail: within linear response the decay length barely changes, but $W(q\to0)$ is about a third smaller than the formula gives. The density times the squared thermal wavelength would be 0.19 for the free-electron mass and near one for a mass of 0.2, so light carriers would no longer be safely nondegenerate. The square-root law therefore applies to a nearly undoped stack, at distances large enough for the layers to average out but well below both the carrier screening length and the limit set by the surfaces. For real layers, the root contains the product $\varepsilon_\parallel\varepsilon_\perp$.

## Numbers as computed

```
Coulomb constant K = 14.39965 eV angstrom
Sheet spacing d = 7.0 angstrom = 0.70 nm
Sheet polarizability alpha = 3.5 angstrom
Screening length r0 = 21.991 angstrom = 2.1991 nm
In-plane permittivity = 7.2832 (no unit)
Its square root = 2.6987 (no unit)
Long-wave factor F(0) = 0.37054 (no unit)
Factor for equally charged planes = 0.13730 (no unit)
Expansion coefficient C = 0.8213 (no unit)
q (1/angstrom), F stack, F isolated sheet (no unit):
  0.001  0.37053  0.97848
  0.010  0.36906  0.81973
  0.030  0.35782  0.60251
  0.100  0.27615  0.31259
  0.300  0.13117  0.13162
r (angstrom), W stack, far law, isolated sheet (eV):
  7  0.70113  0.76224  0.99436
  14  0.40089  0.38112  0.66942
  35  0.15855  0.15245  0.34767
  70  0.07695  0.07622  0.19258
  140  0.03819  0.03811  0.10070
W crosses far law at r = 9.789 angstrom = 0.9789 nm
Relative excess at r = 280 angstrom: 0.0517 percent
  predicted by C d^2/r^2: 0.0513 percent
Rough normal permittivity = 5.0 (no unit)
F(0) with normal response = 0.16571 (no unit)
Layer model, q = 0.001/angstrom: F = 0.16571 (no unit)
Thickness tested = 6.30 angstrom
Thickness changes F(q=0.1/angstrom) by 31.63 percent
Chosen nonlocal range = 2.0 angstrom
Nonlocality changes F(q=0.1/angstrom) by 2.55 percent
Chosen ionic addition to permittivity = 2.0 (no unit)
Ionic addition changes F(0) by -11.42 percent
Finite stack = 21 sheets; change of W:
  r = 35 angstrom: 10.39 percent
  r = 140 angstrom: 41.31 percent
Temperature = 300 K; carriers per sheet = 1.0e+10 cm^-2
Carrier screening length = 85.34 angstrom = 8.534 nm
Carrier factor at r = 35 angstrom: 0.6636 (no unit)
Degeneracy n*lambda^2, free mass = 0.00185 (no unit)
Rough gap = 1.0 eV; field and field*d/gap:
  r = 7 angstrom: 0.07017 V/angstrom, 0.4912 (no unit)
  r = 35 angstrom: 0.00480 V/angstrom, 0.0336 (no unit)
```
